# High-spin to low-spin tunnelling in a model d⁶ complex: a program that tests the result

```python
# High-spin (5T2) -> low-spin (1A1) relaxation of a d6 ion as nonadiabatic multiphonon tunnelling.
# Result under test: k = 2 pi beta^2/(hbar^2 omega) F_p(T),
#   F_p = exp(-S coth(th/2) + p th/2) I_p(S/sinh(th/2)),  F_p(0) = exp(-S) S^p/Gamma(p+1),
#   d ln k0/dp = ln S - psi(p+1),  beta^2 = w V^2,  V = second-order spin-orbit coupling.
# S Huang-Rhys factor, p = zero-point gap/(hbar omega), th = hbar omega/(kB T),
# w = population of the one HS component coupled to 1A1, eta = relative width of the mode band,
# B, C Racah parameters, zeta spin-orbit constant. Energies in cm^-1.
import numpy as np
from itertools import combinations
from scipy import constants as sc
from scipy.special import ive, gammaln, digamma, polygamma, eval_genlaguerre
from scipy.optimize import brentq, minimize_scalar
from scipy.linalg import polar
from sympy.physics.wigner import wigner_3j

cmJ = sc.h*sc.c*100
kB = sc.k/cmJ
S, hw, p, dr = 45.0, 250.0, 4, 0.2e-10
B, C, zeta, trig, eta = 800.0, 3600.0, 400.0, 1000.0, 0.2
g, Nsp, wL, wH = 5, 15, 300.0, 200.0
omega = hw*cmJ/sc.hbar
d = np.sqrt(2*S)
f = 2*S*hw*cmJ/(6*dr**2)
print(f"inputs: S={S:.0f}, hw={hw:.0f} cm^-1, gap={p*hw:.0f} cm^-1, p={p}, dr={dr*1e10:.1f} A")
print(f"inputs: B={B:.0f}, C={C:.0f}, zeta={zeta:.0f}, trigonal={trig:.0f} cm^-1, eta={eta}")
print(f"inputs: g={g}, N={Nsp}, wLS={wL:.0f}, wHS={wH:.0f} cm^-1")
print(f"omega={omega:.4e} s^-1, hw/kB={hw/kB:.1f} K, d={d:.3f}, dQ={np.sqrt(6)*dr*1e10:.3f} A")
print(f"f={f:.1f} N/m, mass={f/omega**2/sc.atomic_mass:.1f} u, S*hw={S*hw:.0f} cm^-1")

# ---------- d6 ligand field, orbitals xy, yz, xz, z2, x2-y2 ----------
ms = list(range(-2, 3)); r = 1/np.sqrt(2)
Tm = np.array([[1j*r, 0, 0, 0, -1j*r], [0, 1j*r, 0, 1j*r, 0], [0, r, 0, -r, 0],
               [0, 0, 1, 0, 0], [r, 0, 0, 0, r]])
ck = {k: np.array([[(-1)**abs(a)*5*float(wigner_3j(2, k, 2, 0, 0, 0)*wigner_3j(2, k, 2, -a, a-b, b))
                    for b in ms] for a in ms]) for k in (2, 4)}
Fk = {2: 49*(B + C/7), 4: 441*C/35}
U = np.zeros((5,)*4)
for a, b, c, e in np.ndindex(5, 5, 5, 5):
    if a + b == c + e:
        U[a, b, c, e] = sum(Fk[k]*ck[k][a, c]*ck[k][e, b] for k in (2, 4))
U = np.einsum('am,bn,cp,dq,mnpq->abcd', Tm.conj(), Tm.conj(), Tm, Tm, U, optimize=True)
assert abs(U.imag).max() < 1e-8
U = U.real
lp = np.diag([np.sqrt(6.0 - m*(m+1)) for m in ms[:-1]], -1)
L = [Tm.conj() @ x @ Tm.T for x in ((lp+lp.T)/2, (lp-lp.T)/2j, np.diag(np.array(ms, float)))]
sm = [np.array([[0, .5], [.5, 0]]), np.array([[0, -.5j], [.5j, 0]]), np.diag([.5, -.5])]
dets = [sum(1 << i for i in occ) for occ in combinations(range(10), 6)]
idx = {D: i for i, D in enumerate(dets)}
E = np.zeros((10, 10, 210, 210))
for j, D in enumerate(dets):
    for q in range(10):
        if D >> q & 1:
            D1 = D ^ (1 << q); s1 = bin(D1 & ((1 << q)-1)).count('1')
            for a in range(10):
                if not D1 >> a & 1:
                    s2 = bin(D1 & ((1 << a)-1)).count('1')
                    E[a, q, idx[D1 | (1 << a)], j] = (-1)**(s1+s2)
one = lambda h: np.tensordot(h.real, E, 2) + 1j*np.tensordot(h.imag, E, 2)
Es = E[0::2, 0::2] + E[1::2, 1::2]
W = np.tensordot(U, Es, axes=([1, 3], [0, 1]))
Hc = 0.5*sum(Es[a, c] @ W[a, c] for a in range(5) for c in range(5))
Hc -= 0.5*np.tensordot(np.einsum('abbd->ad', U), Es, 2)
ev = np.linalg.eigvalsh(Hc); ev -= ev[0]
assert (ev < 1e-5).sum() == 25 and (abs(ev - 4*B - 4*C) < 1e-5).sum() == 33  # free-ion 5D, 3H
ne = Es[3, 3] + Es[4, 4]
ls = one(sum(np.kron(L[k], sm[k]) for k in range(3)))
Sp = sum(E[2*i, 2*i+1] for i in range(5))
Sz = 0.5*sum(E[2*i, 2*i] - E[2*i+1, 2*i+1] for i in range(5))
s2, sv = np.linalg.eigh(Sp.T @ Sp + Sz @ Sz + Sz)
blk = {s: sv[:, abs(s2 - s*(s+1)) < 1e-8] for s in (0, 1, 2)}
def levels(Dq10, s):
    e_, v_ = np.linalg.eigh(blk[s].T @ (Hc + Dq10*ne) @ blk[s]); return e_, blk[s] @ v_
Dx = brentq(lambda x: levels(x, 0)[0][0] - levels(x, 2)[0][0], 8000, 25000, xtol=1e-10)
(e0, v0), (e1, v1), (e2, v2) = (levels(Dx, s) for s in (0, 1, 2))
LS, HS = v0[:, 0], v2[:, :15]
assert e2[14]-e2[0] < 1e-6 and abs(e2[15]-e2[0]-Dx) < 1e-6 and e0[1]-e0[0] > 1e3
assert abs(blk[2].T @ ls @ blk[0]).max() < 1e-10          # no direct Delta S = 2 coupling
DT = e1[0] - e0[0]
vec = HS.T @ ls @ v1 @ ((v1.T @ ls @ LS)/(e0[0] - e1))
V = zeta**2*np.linalg.norm(vec); u = vec/np.linalg.norm(vec)
def V_exact(z):
    e_, c_ = np.linalg.eigh(Hc + Dx*ne + z*ls)
    Un = polar(np.column_stack([LS, HS]).T @ c_[:, :16])[0]
    return np.linalg.norm((Un @ np.diag(e_[:16]-e0[0]) @ Un.conj().T)[1:, 0])
assert abs(V_exact(10.0)/(100*np.linalg.norm(vec)) - 1) < 0.02   # third order is O(zeta/DT)
Vex = V_exact(zeta); assert abs(Vex/V - 1) < 0.25
t6 = np.zeros(210); t6[idx[63]] = 1
n1 = np.linalg.norm(ls @ t6)**2; usf = HS.T @ ls @ ls @ t6; n2 = np.linalg.norm(usf)**2
assert abs(n1-6) < 1e-9 and abs(n2-18) < 1e-9
assert abs(abs(np.vdot(u, usf))**2/n2 - 1) < 1e-8          # same single component
print(f"norms squared (zeta=1): H_SO|t2^6> {n1:.4f}, P_HS H_SO^2|t2^6> {n2:.4f}")
print(f"crossing 10Dq={Dx:.0f} cm^-1, triplet gap DT={DT:.0f} cm^-1, t2^6 weight={LS[idx[63]]**2:.3f}")
print(f"V strong-field={3*np.sqrt(2)*zeta**2/DT:.1f}, second order={V:.1f}, all orders={Vex:.1f} cm^-1")
a1 = np.array([1, 1, 1, 0, 0])/np.sqrt(3)
assert np.linalg.norm((L[0]+L[1]+L[2]) @ a1) < 1e-12       # a1 is d(z2) along (111)
Pa = HS.T @ np.tensordot(np.outer(a1, a1), Es, 2) @ HS
def weights(dl):
    e_, c_ = np.linalg.eigh(zeta*(HS.T @ ls @ HS) - dl*Pa); return e_-e_[0], abs(c_.conj().T @ u)**2
eo, wo = weights(0.0)
assert wo[:8].sum() < 1e-12 and abs(eo @ wo - 1.25*zeta) < 1e-6
wb = weights(1e6)[1]; assert abs(wb[0]-1/3) < 2e-3 and abs(wb[:5].mean()-1/15) < 1e-3
et, wt = weights(trig)
print(f"Oh: coupled level at {eo @ wo:.1f} cm^-1, weight in lowest 8 levels={round(wo[:8].sum(), 8)}")
print(f"trigonal: w(lowest)={wt[0]:.4f}, mean w(5 lowest)={wt[:5].mean():.4f}, spread={et[4]:.1f} cm^-1")
print(f"strong trigonal limit: w(lowest)={wb[0]:.4f}, mean w(5 lowest)={wb[:5].mean():.4f}")
beta = V/np.sqrt(15); pref = 2*np.pi*(beta/hw)**2*omega
print(f"beta=V/sqrt(15)={beta:.1f} cm^-1, prefactor={pref:.3e} s^-1")

# ---------- Franck-Condon factors from grid quadrature ----------
dx = 0.02; x = np.arange(-25, 32, dx)
def herm(y, n):
    o = np.zeros((n+1, y.size)); o[0] = np.pi**-0.25*np.exp(-y*y/2); o[1] = np.sqrt(2)*y*o[0]
    for k in range(1, n):
        o[k+1] = np.sqrt(2/(k+1))*y*o[k] - np.sqrt(k/(k+1))*o[k-1]
    return o
FC = (herm(x, 150) @ herm(x-d, 80).T*dx)**2                # FC[n_LS, m_HS]
P = lambda n: np.exp(-S + n*np.log(S) - gammaln(n+1))
nn = np.arange(91); assert np.allclose(FC[:91, 0]/P(nn), 1, atol=1e-7, rtol=0)
for m in range(4):
    lag = P(p)*np.exp(gammaln(p+1)+gammaln(m+1)-gammaln(m+p+1))*eval_genlaguerre(m, p, S)**2
    assert abs(FC[m+p, m]/lag - 1) < 1e-8
mm = np.arange(81)
def F_sum(pp, T):
    xx = np.exp(-hw/(kB*T)); return (1-xx)*np.sum(xx**mm*FC[mm+pp, mm])
def F(pp, T):
    th = hw/(kB*T); return np.exp(-S*np.tanh(th/4) + pp*th/2)*ive(pp, S/np.sinh(th/2))
def F_time(pp, T):
    nb = 1/np.expm1(hw/(kB*T)); uu = (pp+np.sqrt(pp*pp+4*S*S*nb*(nb+1)))/(2*S*(nb+1))
    t = np.linspace(-np.pi, np.pi, 400, endpoint=False) + 1j*np.log(uu)
    return np.mean(np.exp(1j*pp*t - S*(2*nb+1-(nb+1)*np.exp(-1j*t)-nb*np.exp(1j*t)))).real
for pp in (1, 4, 16):
    for T in (10, 60, 150, 300, 600):
        assert abs(F(pp, T)/F_sum(pp, T)-1) < 1e-7 and abs(F_time(pp, T)/F_sum(pp, T)-1) < 1e-7

# ---------- exact vibronic splitting against 2 V |<p|0>| ----------
N = 120; qm = np.diag(np.sqrt(np.arange(1, N)/2), 1); qm = qm + qm.T
h0 = np.diag(np.arange(N) + d*d/8); I = np.eye(N)
def deviation(v):
    def gap(z):
        e_ = np.linalg.eigvalsh(np.block([[h0+d/2*qm, v*I], [v*I, h0-d/2*qm+(p+z)*I]]))
        return e_[p+1] - e_[p]
    res = minimize_scalar(gap, bounds=(-0.1, 0.1), method='bounded', options={'xatol': 1e-12})
    return res.fun, res.fun/(2*v*np.sqrt(FC[p, 0])) - 1
(sp, d1), (_, d2) = deviation(V/hw), deviation(V/hw/2)
assert abs(d1) < 0.15 and 3.5 < d1/d2 < 4.5
print(f"gamma={(V/hw)**2/(S-p):.4f}, exact splitting={sp*hw:.3e} cm^-1")
print(f"splitting/(2V overlap)-1: {d1:.4f} at V, {d2:.4f} at V/2")

# ---------- band of modes at T = 0 ----------
gau = lambda pp, n, h: np.exp(-(pp-n)**2/(2*n*h*h))/np.sqrt(2*np.pi*n*h*h)
A = lambda pp, h: sum(P(n)*gau(pp, n, h) for n in range(1, 120))
ng = np.arange(0.002, 30, 0.002)
Ak = lambda pp, h, k: 0.002*np.sum(P(ng)*gau(pp, ng, h)*np.cos(2*np.pi*k*ng))
for pp in (4.0, 4.37):
    t = np.arange(-60, 60, 0.01) - 1j*np.log(S/pp)
    At = (np.exp(-S)*0.01/(2*np.pi)*np.sum(np.exp(1j*pp*t)*np.expm1(S*np.exp(-1j*t-eta**2*t*t/2)))).real
    assert abs(At/A(pp, eta)-1) < 1e-8
    assert abs((Ak(pp, eta, 0)+2*sum(Ak(pp, eta, k) for k in range(1, 5)))/A(pp, eta)-1) < 1e-7
a = np.log(S)-digamma(p+1); cb = 0.5*(p*(a*a-polygamma(1, p+1))+2*a)
assert abs((Ak(p, 0.02, 0)/P(p)-1)/(cb*0.02**2)-1) < 0.02  # next order in eta^2
rip = lambda h: max(abs(A(z, h)/Ak(z, h, 0)-1) for z in np.linspace(p, p+1, 21))
est = 2*np.exp(-2*np.pi**2*p*eta**2)
assert rip(eta) < 1.5*est and rip(0.05) > 0.5
print(f"band: a={a:.4f}, first-order factor={1+cb*eta**2:.3f}, smooth/P(p)={Ak(p, eta, 0)/P(p):.3f}")
print(f"ripple: {rip(eta):.4f} (estimate {est:.4f}) at eta={eta}, {rip(0.05):.3f} at eta=0.05")

# ---------- plateau, crossover, classical limit ----------
k0 = pref*P(p); R = (S-p-1)**2/(p+1)-1
assert abs((F_sum(p, 20)/FC[p, 0]-1)/np.exp(-hw/(kB*20))/R-1) < 1e-4
Ts = hw/(kB*np.log(R)); T2 = brentq(lambda T: F_sum(p, T)/FC[p, 0]-2, 20, 200)
assert 0.9*Ts < T2 < Ts
qc = brentq(lambda q: (0.5*(q-d)**2+p)-0.5*q*q, 0, d); Ea = hw*(S-p)**2/(4*S)
assert abs(0.5*(qc-d)**2*hw/Ea-1) < 1e-9
Fcl = lambda T: np.exp(-Ea/(kB*T))/np.sqrt(4*np.pi*S*kB*T/hw)
assert abs(F(p, 3000)/Fcl(3000)-1) < 0.01 and F(p, 100)/Fcl(100) > 100
print(f"exp(-S)={np.exp(-S):.3e}, F_p(0)={P(p):.3e}, k0={k0:.3e} s^-1, lifetime={1/k0:.1f} s")
print(f"k0 with w=1: {15*k0:.3e} s^-1")
print(f"R={R:.1f}, T*={Ts:.1f} K, doubling T={T2:.1f} K")
print(f"Ea={Ea:.0f} cm^-1 = {Ea*cmJ*sc.N_A/1e3:.1f} kJ/mol, F/F_classical(3000 K)={F(p, 3000)/Fcl(3000):.4f}")
for T in (10, 30, 50, 60, 80, 100, 150, 200, 300):
    xx = np.exp(-hw/(kB*T)); wg = xx**mm*FC[mm+p, mm]
    Et = hw*(mm @ wg/wg.sum()-xx/(1-xx)); b = 1/(kB*T); db = 1e-4*b
    Efd = -(np.log(F(p, 1/(kB*(b+db))))-np.log(F(p, 1/(kB*(b-db)))))/(2*db)
    assert abs(Et-Efd) < 1e-3+1e-4*Et
    print(f"T={T:3d} K: k={pref*F(p, T):.3e}, classical={pref*Fcl(T):.3e} s^-1, E_loc={Et:.1f} cm^-1")

# ---------- gap law and T_half ----------
F0 = FC[:91, 0]
assert np.allclose(F0[1:]/F0[:-1], S/nn[1:], rtol=1e-6)
assert np.all(np.diff(F0[:45]) > 0) and np.all(np.diff(F0[45:]) < 0)
assert np.all(np.diff(np.log(F0), 2) < 0)                  # concave, not a pure exponential
gapT = lambda T: kB*T*(np.log(g)+Nsp*np.log(np.expm1(-wL/(kB*T))/np.expm1(-wH/(kB*T))))
assert np.all(np.diff(gapT(np.linspace(20, 3000, 300))) > 0)
v = np.arange(400)
for pp in (1, 2, 4, 8, 16):
    Th = brentq(lambda T: gapT(T)-pp*hw, 20, 3000, xtol=1e-10)
    Z = lambda w_: np.sum(np.exp(-v*w_/(kB*Th)))
    assert abs(g*np.exp(-pp*hw/(kB*Th))*(Z(wH)/Z(wL))**Nsp-1) < 1e-8
    sl = np.log(S)-digamma(pp+1)
    # unit-step central difference of y = ln F0 equals y' + y'''/6 + y'''''/120 + positive terms,
    # with y' = ln S - psi, y''' = -psi'', y''''' = -psi''''
    central = 0.5*np.log(F0[pp+1]/F0[pp-1])
    resid = central - sl + polygamma(2, pp+1)/6
    fifth = -polygamma(4, pp+1)/120
    assert 0.9*fifth < resid < 1.5*fifth
    print(f"p={pp:2d} gap={pp*hw:.0f} cm^-1: k0={pref*P(pp):.3e} s^-1, "
          f"slope={sl/np.log(10)*1000/hw:.2f} dec/1000cm^-1, T_half={Th:.0f} K")
rt = wH/wL; ov = (dx*np.sum(herm(x, 2)[0]*rt**0.25*herm(np.sqrt(rt)*x, 2)[0]))**2
assert abs(ov-2*np.sqrt(wL*wH)/(wL+wH)) < 1e-10
print(f"k0 at maximum (p=44,45)={pref*F0[45]:.3e} s^-1, spectator 0-0 factor={ov**Nsp:.3f}")
print("verified")
```

It prints:

```
inputs: S=45, hw=250 cm^-1, gap=1000 cm^-1, p=4, dr=0.2 A
inputs: B=800, C=3600, zeta=400, trigonal=1000 cm^-1, eta=0.2
inputs: g=5, N=15, wLS=300, wHS=200 cm^-1
omega=4.7091e+13 s^-1, hw/kB=359.7 K, d=9.487, dQ=0.490 A
f=186.2 N/m, mass=50.6 u, S*hw=11250 cm^-1
norms squared (zeta=1): H_SO|t2^6> 6.0000, P_HS H_SO^2|t2^6> 18.0000
crossing 10Dq=15119 cm^-1, triplet gap DT=5284 cm^-1, t2^6 weight=0.962
V strong-field=128.5, second order=108.3, all orders=100.7 cm^-1
Oh: coupled level at 500.0 cm^-1, weight in lowest 8 levels=0.0
trigonal: w(lowest)=0.1965, mean w(5 lowest)=0.0393, spread=44.5 cm^-1
strong trigonal limit: w(lowest)=0.3332, mean w(5 lowest)=0.0666
beta=V/sqrt(15)=28.0 cm^-1, prefactor=3.704e+12 s^-1
gamma=0.0046, exact splitting=1.545e-05 cm^-1
splitting/(2V overlap)-1: 0.0194 at V, 0.0048 at V/2
band: a=2.3005, first-order factor=1.498, smooth/P(p)=1.690
ripple: 0.0390 (estimate 0.0850) at eta=0.2, 2.867 at eta=0.05
exp(-S)=2.863e-20, F_p(0)=4.891e-15, k0=1.811e-02 s^-1, lifetime=55.2 s
k0 with w=1: 2.717e-01 s^-1
R=319.0, T*=62.4 K, doubling T=59.5 K
Ea=2335 cm^-1 = 27.9 kJ/mol, F/F_classical(3000 K)=1.0009
T= 10 K: k=1.811e-02, classical=1.215e-134 s^-1, E_loc=0.0 cm^-1
T= 30 K: k=1.815e-02, classical=1.268e-37 s^-1, E_loc=0.5 cm^-1
T= 50 K: k=2.286e-02, classical=2.778e-18 s^-1, E_loc=56.5 cm^-1
T= 60 K: k=3.747e-02, classical=1.849e-13 s^-1, E_loc=167.3 cm^-1
T= 80 K: k=2.533e-01, classical=1.919e-07 s^-1, E_loc=519.3 cm^-1
T=100 K: k=3.021e+00, classical=7.618e-04 s^-1, E_loc=876.3 cm^-1
T=150 K: k=8.127e+02, classical=4.536e+01 s^-1, E_loc=1468.2 cm^-1
T=200 K: k=3.914e+04, classical=1.061e+04 s^-1, E_loc=1757.3 cm^-1
T=300 K: k=3.538e+06, classical=2.339e+06 s^-1, E_loc=1984.0 cm^-1
p= 1 gap=250 cm^-1: k0=4.771e-06 s^-1, slope=5.88 dec/1000cm^-1, T_half=129 K
p= 2 gap=500 cm^-1: k0=1.073e-04 s^-1, slope=5.01 dec/1000cm^-1, T_half=193 K
p= 4 gap=1000 cm^-1: k0=1.811e-02 s^-1, slope=4.00 dec/1000cm^-1, T_half=300 K
p= 8 gap=2000 cm^-1: k0=4.422e+01 s^-1, slope=2.89 dec/1000cm^-1, T_half=498 K
p=16 gap=4000 cm^-1: k0=1.433e+06 s^-1, slope=1.74 dec/1000cm^-1, T_half=879 K
k0 at maximum (p=44,45)=2.199e+11 s^-1, spectator 0-0 factor=0.736
verified
```
